**T1 and D1 for noninteracting fragments**

For closed-shell CCSD singles amplitudes $t$ in spatial orbitals and $N$ correlated electrons, T1 is the Frobenius norm of $t$ divided by $\sqrt N$, and D1 is the largest singular value of $t$. For noninteracting fragments, the square of T1 is the electron-weighted mean of the fragment values, and D1 is the larger of the two fragment values. The program solves CCSD separately for fragments and for combined systems and asserts that both rules hold, that the correlation energies add, and that singles and doubles connecting distant ozone and water vanish within numerical tolerance. It also asserts that T1 and D1 are unchanged when the occupied orbitals of two distant water molecules are spread over both, while the largest single amplitude falls by $\sqrt2$. In the output, ten distant minimal-basis H₂ molecules lower the T1 of ozone from 0.0314 to 0.0216, while D1 stays at 0.0879. With water 3.0 Å from ozone the fragments interact, and D1 rises to 0.0895.

The molecular numbers use the small basis 6-31G, STO-3G, so they illustrate the point and are not converged values.

## Verification by program

```python
# Result under test, for closed-shell CCSD singles amplitudes t (occupied x virtual,
# spatial orbitals) and N correlated electrons:
#   T1 = Frobenius norm of t / sqrt(N),   D1 = largest singular value of t.
# For noninteracting fragments A and B:
#   T1(AB)^2 = (N_A T1(A)^2 + N_B T1(B)^2) / (N_A + N_B)
#   D1(AB)   = max(D1(A), D1(B))
# A spectator with zero singles dilutes T1 and leaves D1 unchanged.
# Each combined system is solved by its own full CCSD calculation and compared with
# predictions made from the separate fragments. Lengths are in angstrom.
from types import SimpleNamespace
import numpy as np
from scipy.linalg import block_diag
from pyscf import gto, scf, cc

BASIS = {'O': '6-31g', 'H': '6-31g', 'H1': 'sto-3g'}  # H1 labels atoms of H2
FAR = 200.0
NEAR = 3.0
TOL = 3e-6         # set by convergence of orbitals and amplitudes
TOL_BLOCK = 2e-5   # same errors, enlarged by atomic-orbital coefficients


def bent_molecule(centre, end, bond, angle_degrees):
    half = np.radians(angle_degrees) / 2
    x, y = bond * np.sin(half), bond * np.cos(half)
    return [(centre, (0., 0., 0.)), (end, (x, y, 0.)), (end, (-x, y, 0.))]


def shifted(atoms, distance):
    return [(s, (p[0], p[1], p[2] + distance)) for s, p in atoms]


def run_ccsd(atoms, n_core, guess=None, orbitals=None):
    mol = gto.M(atom=atoms, basis=BASIS, verbose=0)
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-10
    mf.conv_tol_grad = 1e-7
    mf.max_cycle = 100
    mf.kernel(dm0=guess)
    assert mf.converged
    coeff = mf.mo_coeff if orbitals is None else orbitals
    solver = cc.CCSD(mf, frozen=n_core, mo_coeff=coeff)
    solver.incore_complete = True
    solver.conv_tol = 1e-9
    solver.conv_tol_normt = 1e-7
    solver.max_cycle = 150
    e_corr, t1, t2 = solver.kernel()
    assert solver.converged
    n_occ = mol.nelectron // 2
    occ, vir = coeff[:, n_core:n_occ], coeff[:, n_occ:]
    electrons = 2 * t1.shape[0]
    return SimpleNamespace(
        e=e_corr, t=t1, t2=t2, N=electrons, occ=occ, vir=vir,
        coeff=coeff, density=np.array(mf.make_rdm1()), n_occ=n_occ,
        sigma=np.linalg.svd(t1, compute_uv=False),
        T1=np.sqrt(np.sum(t1**2) / electrons),
        D1=np.linalg.norm(t1, 2),
        ao_singles=occ @ t1 @ vir.T)


def close(a, b, tol=TOL):
    return np.max(np.abs(np.asarray(a) - np.asarray(b))) < tol


ozone_atoms = bent_molecule('O', 'O', 1.28, 117.0)
water_atoms = bent_molecule('O', 'H', 0.96, 104.0)
h2_atoms = [('H1', (0., -0.37, 0.)), ('H1', (0., 0.37, 0.))]

ozone = run_ccsd(ozone_atoms, 3)
water = run_ccsd(water_atoms, 1)
h2 = run_ccsd(h2_atoms, 0)

# H2 in a minimal basis: no singles, but real correlation
assert h2.t.shape == (1, 1)
assert h2.D1 < 1e-7 and h2.e < -1e-3

# Inert spectators: dilution of T1, constancy of D1
diluted = {}
for count in (2, 10):
    atoms = list(ozone_atoms)
    for k in range(count):
        atoms += shifted(h2_atoms, FAR * (k + 1))
    guess = block_diag(ozone.density, *([h2.density] * count))
    system = run_ccsd(atoms, 3, guess)
    predicted = ozone.T1 * np.sqrt(ozone.N / (ozone.N + 2 * count))
    assert close(system.T1, predicted)
    assert ozone.T1 - system.T1 > 100 * TOL
    assert close(system.D1, ozone.D1)
    assert close(system.e, ozone.e + count * h2.e)
    diluted[count] = (system, predicted)

# A distant fragment with nonzero singles
pair_guess = block_diag(ozone.density, water.density)
pair = run_ccsd(ozone_atoms + shifted(water_atoms, FAR), 4, pair_guess)
pair_T1 = np.sqrt((ozone.N * ozone.T1**2 + water.N * water.T1**2)
                  / (ozone.N + water.N))
assert close(pair.T1, pair_T1)
assert ozone.D1 > water.D1 + 100 * TOL
assert close(pair.D1, max(ozone.D1, water.D1))
union = np.sort(np.concatenate([ozone.sigma, water.sigma]))[::-1]
assert close(pair.sigma, union)
assert close(pair.e, ozone.e + water.e)

# Singles are block diagonal and equal to the fragment blocks
expected = block_diag(ozone.ao_singles, water.ao_singles)
singles_error = np.max(np.abs(pair.ao_singles - expected))
assert singles_error < TOL_BLOCK

# Doubles that involve both fragments vanish
ao_doubles = np.einsum('ijab,pi,qj,ra,sb->pqrs', pair.t2, pair.occ, pair.occ,
                       pair.vir, pair.vir, optimize=True)
owner = np.array([0] * len(ozone.density) + [1] * len(water.density))
owners = (owner[:, None, None, None] + owner[None, :, None, None]
          + owner[None, None, :, None] + owner[None, None, None, :])
mixed = (owners > 0) & (owners < 4)
mixed_doubles = np.max(np.abs(ao_doubles[mixed]))
local_doubles = np.max(np.abs(ao_doubles[~mixed]))
assert mixed_doubles < TOL_BLOCK and local_doubles > 1e-2

# Two identical waters: occupied orbitals spread over both, virtuals kept local
zero = np.zeros_like(water.coeff)
left = np.vstack([water.coeff, zero])
right = np.vstack([zero, water.coeff])
first, second = left.copy(), right.copy()
n = water.n_occ
first[:, :n] = (left[:, :n] + right[:, :n]) / np.sqrt(2)
second[:, :n] = (left[:, :n] - right[:, :n]) / np.sqrt(2)
spread = np.empty((left.shape[0], 2 * left.shape[1]))
spread[:, 0::2], spread[:, 1::2] = first, second
dimer = run_ccsd(water_atoms + shifted(water_atoms, FAR), 2,
                 block_diag(water.density, water.density), spread)
water_max = np.max(np.abs(water.t))
dimer_max = np.max(np.abs(dimer.t))
assert close(dimer.T1, water.T1) and close(dimer.D1, water.D1)
assert close(dimer_max, water_max / np.sqrt(2))
assert water_max - dimer_max > 100 * TOL

# Interacting fragments: constancy of D1 is no longer exact
near = run_ccsd(ozone_atoms + shifted(water_atoms, NEAR), 4, pair_guess)
assert abs(near.D1 - ozone.D1) > 5 * TOL

# Bound of T1 by D1
for system in (ozone, water, pair, dimer, near, diluted[2][0], diluted[10][0]):
    assert system.T1 <= system.D1 / np.sqrt(2) + 1e-12

# Inert electrons needed to bring the ozone value down to a chosen threshold
threshold = 0.02
needed = ozone.N * ((ozone.T1 / threshold)**2 - 1)
needed_h2 = max(0, int(np.ceil(needed / 2)))
for count, (system, _) in diluted.items():
    assert (count >= needed_h2) == (system.T1 <= threshold)

print('Frozen-core CCSD; O3 and H2O in 6-31G, H2 in STO-3G')
print('O3 bond 1.28 angstrom, angle 117 degrees')
print('H2O bond 0.96 angstrom, angle 104 degrees; H2 bond 0.74 angstrom')
print(f'Spacing of distant fragments: {FAR:.0f} angstrom')
for name, s in (('O3', ozone), ('H2O', water), ('H2', h2)):
    print(f'{name}: correlated electrons {s.N}, t shape {s.t.shape}')
    print(f'{name}: sum of squared singles {np.sum(s.t**2):.6f}')
    print(f'{name}: T1 = {s.T1:.5f}, D1 = {s.D1:.5f} (dimensionless)')
    print(f'{name}: correlation energy {s.e:.6f} hartree')
print('O3 three largest singular values:',
      ' '.join(f'{v:.5f}' for v in ozone.sigma[:3]))
print(f'O3: D1/sqrt(2) = {ozone.D1 / np.sqrt(2):.5f}')
for count, (s, predicted) in diluted.items():
    print(f'O3 + {count} H2: correlated electrons {s.N}')
    print(f'O3 + {count} H2: dilution factor {np.sqrt(ozone.N / s.N):.5f}')
    print(f'O3 + {count} H2: T1 CCSD {s.T1:.5f}, predicted {predicted:.5f}')
    print(f'O3 + {count} H2: D1 CCSD {s.D1:.5f}')
print(f'Chosen T1 threshold: {threshold:.2f}')
print(f'Inert electrons to reach threshold: {needed:.2f}')
print(f'Whole H2 molecules to reach threshold: {needed_h2}')
print(f'O3 + distant H2O: correlated electrons {pair.N}')
print(f'O3 + distant H2O: T1 CCSD {pair.T1:.5f}, predicted {pair_T1:.5f}')
print(f'O3 + distant H2O: D1 CCSD {pair.D1:.5f}')
print(f'O3 + distant H2O: correlation energy {pair.e:.6f} hartree')
print(f'Sum of separate correlation energies {ozone.e + water.e:.6f} hartree')
print(f'Largest error of block-diagonal singles (AO basis): {singles_error:.1e}')
print(f'Largest mixed-fragment double (AO basis): {mixed_doubles:.1e}')
print(f'Largest one-fragment double (AO basis): {local_doubles:.3f}')
print(f'Two distant H2O: T1 = {dimer.T1:.5f}, D1 = {dimer.D1:.5f}')
print(f'One H2O, canonical orbitals: largest |t| = {water_max:.5f}')
print(f'Two H2O, spread occupied orbitals: largest |t| = {dimer_max:.5f}')
print(f'O3 + H2O at {NEAR:.1f} angstrom: T1 = {near.T1:.5f}, D1 = {near.D1:.5f}')
print(f'Change of D1 from isolated O3 at {NEAR:.1f} angstrom: '
      f'{near.D1 - ozone.D1:+.5f}')
print('OK')
```

Running it gives:

```
Frozen-core CCSD; O3 and H2O in 6-31G, H2 in STO-3G
O3 bond 1.28 angstrom, angle 117 degrees
H2O bond 0.96 angstrom, angle 104 degrees; H2 bond 0.74 angstrom
Spacing of distant fragments: 200 angstrom
O3: correlated electrons 18, t shape (9, 15)
O3: sum of squared singles 0.017790
O3: T1 = 0.03144, D1 = 0.08793 (dimensionless)
O3: correlation energy -0.439564 hartree
H2O: correlated electrons 8, t shape (4, 8)
H2O: sum of squared singles 0.000364
H2O: T1 = 0.00675, D1 = 0.01285 (dimensionless)
H2O: correlation energy -0.134717 hartree
H2: correlated electrons 2, t shape (1, 1)
H2: sum of squared singles 0.000000
H2: T1 = 0.00000, D1 = 0.00000 (dimensionless)
H2: correlation energy -0.020525 hartree
O3 three largest singular values: 0.08793 0.07571 0.05396
O3: D1/sqrt(2) = 0.06218
O3 + 2 H2: correlated electrons 22
O3 + 2 H2: dilution factor 0.90453
O3 + 2 H2: T1 CCSD 0.02844, predicted 0.02844
O3 + 2 H2: D1 CCSD 0.08793
O3 + 10 H2: correlated electrons 38
O3 + 10 H2: dilution factor 0.68825
O3 + 10 H2: T1 CCSD 0.02164, predicted 0.02164
O3 + 10 H2: D1 CCSD 0.08793
Chosen T1 threshold: 0.02
Inert electrons to reach threshold: 26.47
Whole H2 molecules to reach threshold: 14
O3 + distant H2O: correlated electrons 26
O3 + distant H2O: T1 CCSD 0.02642, predicted 0.02642
O3 + distant H2O: D1 CCSD 0.08793
O3 + distant H2O: correlation energy -0.574281 hartree
Sum of separate correlation energies -0.574281 hartree
Largest error of block-diagonal singles (AO basis): 4.9e-09
Largest mixed-fragment double (AO basis): 4.1e-09
Largest one-fragment double (AO basis): 0.046
Two distant H2O: T1 = 0.00675, D1 = 0.01285
One H2O, canonical orbitals: largest |t| = 0.01081
Two H2O, spread occupied orbitals: largest |t| = 0.00765
O3 + H2O at 3.0 angstrom: T1 = 0.02662, D1 = 0.08946
Change of D1 from isolated O3 at 3.0 angstrom: +0.00153
OK
```
